**Levy–Perdew relations from density scaling: numerical tests**

For $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ in a finite Coulomb system, $E_x=-\int n\,\mathbf r\cdot\nabla v_x$ and $E_c+T_c=-\int n\,\mathbf r\cdot\nabla v_c=dE_c[n_\gamma]/d\gamma|_1$, where $T_c=T-T_s$, $U_c=W-U-E_x$, $E_c=T_c+U_c$, and $v_x$, $v_c$ are the functional derivatives of $E_x$, $E_c$. For Hooke's atom at $\omega=1/2$ a.u. the program asserts the closed-form solution, both relations with $v_c$ obtained by inversion, the chain rule $dE_c/d\omega=\int v_c\,\partial n/\partial\omega$, and the ordering and common slope of the two bounds on $F[n_\gamma]$; it prints $E_x=-14.01727$ eV and $E_c+T_c=-0.25410$ eV. On the same density it asserts that LDA and PBE exchange obey the relation, that the correlation virial equals the finite-difference scaling slope, and that the LDA $T_c$ equals $-\int n\,d(r_s\varepsilon_c)/dr_s$. For a four-electron $1s^22s^2$ model it asserts the scaling of $E_x$ and $T_s$, and that the optimized effective potential satisfies the exchange relation ($-69.087$ eV) while the Slater potential does not ($-76.922$ eV). For the Moshinsky model, where $E_c[n_\gamma]$ is known exactly, it asserts $dE_c/d\gamma=2T_c-2U_c=-\int n\,\mathbf r\cdot\nabla v_c$ (9.282 eV). On an asymmetric two-Gaussian density it asserts zero force and origin independence for LDA exchange and a nonzero force for the LB94 exchange potential, whose virial moves from $-32.28$ to $-23.09$ eV when the origin shifts by 1 Å.

## Numerical verification

```python
# Levy-Perdew relations from coordinate scaling n_g(r) = g^3 n(g r), atomic units inside:
#     Ex      = -int n r.grad(vx) = int vx (3n + r.grad n)
#     Ec + Tc = -int n r.grad(vc) = d Ec[n_g]/dg at g = 1
# T, W: kinetic and interaction energy of the interacting state; Ts: Kohn-Sham kinetic
# energy; U: Hartree energy; Tc = T-Ts; Uc = W-U-Ex; Ec = Tc+Uc; vx, vc: functional derivatives.
# Radial work uses x = ln r and P(x) = 4 pi r^3 n, so dP/dx = 4 pi r^3 (3n + r n').
import numpy as np
from scipy.linalg import eigh
from scipy.special import sici, ive
from scipy.interpolate import make_interp_spline
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
def show(label, val, unit='eV', d=5):
    fac = {'eV': EV, 'A': ANG, 'eV/A': EV / ANG, '': 1.0}[unit]
    print(f"{label} = {val * fac:.{d}f} {unit}")

h = 0.08
x = np.arange(-26.0, 4.5, h); r = np.exp(x)
m = np.subtract.outer(np.arange(x.size), np.arange(x.size))
ms = np.where(m == 0, 1, m); sgn = np.where(m % 2 == 0, 1.0, -1.0)
minus_d2 = np.where(m == 0, np.pi**2 / 3, 2 * sgn / ms**2) / h**2   # sinc matrices
d1 = np.where(m == 0, 0.0, sgn / ms) / h
cumul = h * (0.5 + sici(np.pi * m)[0] / np.pi)

def solve(v, l, shift):
    # radial function u = sqrt(r) f; inverted eigenproblem with mu = 1/(eps - shift)
    A = 0.5 * minus_d2 + np.diag((l + 0.5)**2 / 2 + r**2 * (v - shift))
    mu, C = eigh(np.diag(r**2), A)
    mu, C = mu[::-1], C[:, ::-1]
    return shift + 1 / mu[:2], (C[:, :2] / np.sqrt(h * mu[:2])).T, mu, C

def coulomb(P, rr):
    c = cumul[:rr.size, :rr.size]
    inner = c @ P
    return inner / rr + h * np.sum(P / rr) - c @ (P / rr), inner

# ---------- Hooke's atom: exact energies and exact vc by inversion ----------
keep = (x > -14) & (r < 9); xs, rs = x[keep], r[keep]
ddx = lambda y: make_interp_spline(xs, y, k=5).derivative()(xs)
def hooke(w):
    eps, f, _, _ = solve(w**2 * r**2 / 8 + 0.5 / r, 0, -1.0)    # half the relative Hamiltonian
    f = f[0]; Prel = r**2 * f**2; b = 2 * w
    R, S = rs[:, None], r[None, :]; z = b * R * S
    pre = (b / np.pi)**1.5 * np.exp(-b * (R - S / 2)**2) * np.sqrt(np.pi / (2 * z))
    k0, k1 = pre * ive(0.5, z), pre * ive(1.5, z)
    n = 2 * h * k0 @ Prel
    dn = 2 * h * (-2 * b * R * k0 + b * S * k1) @ Prel
    lap = 2 * h * ((4 * b * b * R * R - 6 * b + b * b * S * S) * k0 - 4 * b * z * k1) @ Prel
    P = 4 * np.pi * rs**3 * n
    vH, Q = coulomb(P, rs)
    o = dict(n=n, dn=dn, P=P, dP=4 * np.pi * rs**3 * (3 * n + rs * dn), vH=vH, Q=Q, Prel=Prel)
    o['E'] = 1.5 * w + 2 * eps[0]
    o['T'] = 0.75 * w + h * f @ (minus_d2 @ f + f / 4)
    o['W'] = h * np.sum(Prel / r)
    o['V'] = h * np.sum(P * w**2 * rs**2 / 2)
    o['Ts'] = h * np.sum(P * (dn / n)**2) / 8
    o['U'] = 0.5 * h * P @ vH
    o['Ec'] = o['T'] + o['W'] - o['Ts'] - o['U'] / 2
    vs = o['E'] - 1.5 * w + lap / (4 * n) - (dn / n)**2 / 8
    o['vc'] = vs - w**2 * rs**2 / 2 - vH / 2
    return o
w0 = 0.5; H = hooke(w0); P, dP, n, dn = H['P'], H['dP'], H['n'], H['dn']
Pexact = r**3 * (1 + r / 2)**2 * np.exp(-r**2 / 4); Pexact /= h * Pexact.sum()
assert np.abs(Pexact - H['Prel']).max() < 1e-8 and abs(H['E'] - 4 * w0) < 1e-8
assert abs(h * P.sum() - 2) < 1e-8 and abs(h * dP.sum()) < 1e-8
assert abs(H['T'] + H['W'] + H['V'] - H['E']) < 1e-8
Ex, Ec, Tc = -H['U'] / 2, H['Ec'], H['T'] - H['Ts']; Uc = H['W'] - H['U'] - Ex
lpx = -h * np.sum(P * H['Q'] / rs) / 2          # r dvx/dr = Q/(2r), Q enclosed charge
assert abs(lpx - Ex) < 1e-8 and abs(h * dP @ (-H['vH'] / 2) - Ex) < 1e-8
lpc_div, lpc_grad = h * dP @ H['vc'], -h * P @ ddx(H['vc'])
assert abs(lpc_div - (Ec + Tc)) < 1e-7 and abs(lpc_grad - (Ec + Tc)) < 1e-6
assert Tc > 0 > Ec and abs(lpc_grad - Ec) > 1e-2
dw = 1e-3; Hp, Hm = hooke(w0 + dw), hooke(w0 - dw)
dEc_dw = (Hp['Ec'] - Hm['Ec']) / (2 * dw)
chain = h * H['vc'] @ (Hp['P'] - Hm['P']) / (2 * dw)
assert abs(dEc_dw - chain) < 1e-6
lower = lambda g: H['E'] - h * np.sum(P * w0**2 * (rs / g)**2 / 2)
upper = lambda g: g * g * H['T'] + g * H['W']
assert all(upper(g) - lower(g) > 1e-4 for g in (0.7, 0.9, 0.98, 1.02, 1.1, 1.5))
slope_low = (lower(1 + 1e-4) - lower(1 - 1e-4)) / 2e-4
assert abs(slope_low - (2 * H['T'] + H['W'])) < 1e-6
print("Hooke's atom"); show("hbar*omega", w0)
show("rms radius", np.sqrt(h * P @ rs**2 / 2), 'A', 4)
for k in ('E', 'T', 'W', 'V', 'Ts', 'U'): show(k, H[k])
for k, val in (("Ex", Ex), ("-int n r.grad vx", lpx), ("Tc", Tc), ("Uc", Uc), ("Ec", Ec),
               ("Ec+Tc", Ec + Tc), ("-int n r.grad vc", lpc_grad), ("2T+W", 2 * H['T'] + H['W']),
               ("slope of lower bound", slope_low)): show(k, val)
print(f"Ex = {Ex:.6f} hartree, Ec+Tc = {Ec + Tc:.6f} hartree")
print(f"dEc/d(hbar*omega) = {dEc_dw:.6f}, int vc dn/d(hbar*omega) = {chain:.6f}")
print(f"bounds on F[n_g], g=1.1: {lower(1.1)*EV:.4f} eV, {upper(1.1)*EV:.4f} eV")

# ---------- LDA and PBE on the same density ----------
def xc(code, dens, grad):
    if 'GGA' in code:
        e, v = libxc.eval_xc(code, np.array([dens, 0 * dens, 0 * dens, grad]), spin=0, deriv=1)[:2]
        return e, v[0], 2 * v[1] * grad
    e, v = libxc.eval_xc(code, dens, spin=0, deriv=1)[:2]
    return e, v[0], 0 * dens
def virial_and_slope(code):
    e, vrho, q = xc(code, n, dn)
    v = vrho - (2 * q + ddx(q)) / rs
    Eg = lambda g: h * P @ xc(code, g**3 * n, g**4 * dn)[0]
    return Eg(1.0), h * dP @ v, -h * P @ ddx(v), (Eg(1.001) - Eg(0.999)) / 0.002
Tc_dfa = {}
for name, cx, cc in (('LDA', 'LDA_X,', ',LDA_C_PW'), ('PBE', 'GGA_X_PBE,', ',GGA_C_PBE')):
    E0, a, b, s = virial_and_slope(cx)
    assert abs(a - E0) < 5e-6 and abs(b - E0) < 5e-6
    print(f"{name}: Ex = {E0*EV:.4f} eV, -int n r.grad vx = {b*EV:.4f} eV")
    E0, a, b, s = virial_and_slope(cc)
    assert abs(a - s) < 5e-6 and abs(b - s) < 5e-6 and abs(b - E0) > 1e-2
    Tc_dfa[name] = b - E0
    print(f"{name}: Ec = {E0*EV:.4f} eV, -int n r.grad vc = {b*EV:.4f} eV, Tc = {(b-E0)*EV:.4f} eV")
def tc_gas(dens, t=1e-4):                        # -d(rs ec)/d rs by finite difference
    ec = lambda s: s * xc(',LDA_C_PW', dens / s**3, dens)[0]
    return -(ec(1 + t) - ec(1 - t)) / (2 * t)
assert abs(h * P @ tc_gas(n) - Tc_dfa['LDA']) < 5e-6
r_s = 1.0 / ANG; ng = np.array([3 / (4 * np.pi * r_s**3)])
ex, vx, _ = xc('LDA_X,', ng, ng); ec, vc, _ = xc(',LDA_C_PW', ng, ng)
assert abs(3 * (vx - ex) - ex)[0] < 1e-10 and abs(3 * vc - 4 * ec - tc_gas(ng))[0] < 1e-7
print(f"gas rs = {r_s*ANG:.1f} A: ex = {ex[0]*EV:.4f} eV, vx = {vx[0]*EV:.4f} eV")
print(f"gas: ec = {ec[0]*EV:.4f} eV, vc = {vc[0]*EV:.4f} eV, tc = {tc_gas(ng)[0]*EV:.4f} eV")

# ---------- four electrons 1s2 2s2: exact exchange, OEP against Slater potential ----------
a_scr, sh = 0.25 / ANG, -20.0
vmodel = lambda rr: -(1 + 3 * np.exp(-rr / a_scr)) / rr
def shells(v):
    eps, f, mu, C = solve(v, 0, sh)
    K = [sum(f[j] * coulomb(r**2 * f[i] * f[j], r)[0] for j in range(2)) for i in range(2)]
    P4 = 2 * r**2 * (f**2).sum(0)
    return dict(eps=eps, f=f, mu=mu, C=C, K=K, P=P4, Ts=2 * eps.sum() - h * P4 @ v,
                Ex=-h * sum(np.sum(r**2 * f[i] * K[i]) for i in range(2)))
S = shells(vmodel(r)); e2p = solve(vmodel(r), 1, sh)[0][0]
assert S['eps'][1] < e2p < 0
g = 1.3; Sg = shells(g * g * vmodel(g * r))
assert abs(Sg['Ex'] / S['Ex'] - g) < 1e-7 and abs(Sg['Ts'] / S['Ts'] - g * g) < 1e-7
assert abs((Sg['P'] @ r) * g / (S['P'] @ r) - 1) < 1e-7
alpha = 0.2 * 1.6**np.arange(14); G = np.exp(-np.outer(alpha, r))
dPk, dExk = np.zeros_like(G), np.zeros(alpha.size)
for i in range(2):                               # first-order orbital response to each basis potential
    den = S['mu'] * (S['eps'][i] - sh) - 1; den[i] = np.inf
    df = (((G * r**2 * S['f'][i]) @ S['C']) / den) @ S['C'].T
    dPk += 4 * r**2 * S['f'][i] * df; dExk += -4 * h * df @ (r**2 * S['K'][i])
vH4, Q4 = coulomb(S['P'], r)
chi = h * dPk @ G.T; sc = np.sqrt(-np.diag(chi))
coef = np.linalg.lstsq(chi / np.outer(sc, sc), (dExk + h * dPk @ vH4 / 4) / sc, rcond=1e-12)[0] / sc
v_oep = -vH4 / 4 + coef @ G
lp_oep = -h * S['P'] @ (Q4 / (4 * r) - r * ((coef * alpha) @ G))
t = 1e-3; Sp, Sm = (shells(vmodel(r) + s * t * np.exp(-r**2)) for s in (1, -1))
assert abs((Sp['Ex'] - Sm['Ex']) - h * v_oep @ (Sp['P'] - Sm['P'])) / (2 * t) < 1e-4
v_sla = -sum(S['f'][i] * S['K'][i] for i in range(2)) / ((S['f']**2).sum(0) + 1e-300)
lp_sla = h * v_sla @ (d1 @ S['P'])
assert abs(lp_oep / S['Ex'] - 1) < 2e-4 and abs(lp_sla / S['Ex'] - 1) > 1e-2
print("four-electron model"); show("screening length a", a_scr, 'A', 2)
print(f"eps 1s, 2s, 2p = {S['eps'][0]*EV:.3f}, {S['eps'][1]*EV:.3f}, {e2p*EV:.3f} eV")
print(f"g = {g}: Ex ratio = {Sg['Ex']/S['Ex']:.6f}, Ts ratio = {Sg['Ts']/S['Ts']:.6f}")
for k, val in (("Ex", S['Ex']), ("virial, OEP", lp_oep), ("virial, Slater", lp_sla)): show(k, val, d=3)

# ---------- Moshinsky model, interaction k s^2/2: Ec[n_g] is known exactly ----------
wm = 10 / EV; km = wm**2
w_ks = lambda w: 2 / (1 / w + 1 / np.sqrt(w * w + 2 * km))
def mosh(g):
    w = brentq(lambda y: w_ks(y) - g * g * w_ks(wm), 1e-4, 10, xtol=1e-14)
    Om, ws = np.sqrt(w * w + 2 * km), w_ks(w)
    T, W = 0.75 * (w + Om), 1.5 * km / Om
    return T, W, T - 1.5 * ws, W - 1.5 * km / ws
Tm, Wm, Tcm, Ucm = mosh(1.0); ws = w_ks(wm)
slope = (sum(mosh(1.0001)[2:]) - sum(mosh(0.9999)[2:])) / 2e-4
vir = -(ws**2 - wm**2 - km) * 3 / ws             # vc = (ws^2 - w^2 - k) r^2 / 2
assert abs(slope - 2 * Tcm + 2 * Ucm) < 1e-7 and abs(slope - vir) < 1e-7
gap = 1.2**2 * Tm + Wm / 1.2**2 - sum(mosh(1.2)[:2])
assert gap > 1e-4
print(f"Moshinsky: hbar*omega = {wm*EV:.1f} eV, hbar*sqrt(k/m) = {np.sqrt(km)*EV:.1f} eV")
for k, val in (("hbar*omega_s", ws), ("Tc", Tcm), ("Uc", Ucm), ("dEc[n_g]/dg", slope),
               ("2Tc-2Uc", 2 * Tcm - 2 * Ucm), ("-int n r.grad vc", vir),
               ("trial minus F[n_g], g=1.2", gap)): show(k, val)

# ---------- origin dependence on an asymmetric two-Gaussian density ----------
tp, wp = np.polynomial.legendre.leggauss(200); tz, wz = np.polynomial.legendre.leggauss(300)
p, z = 5 * (tp + 1)[:, None], (11 * tz + 1)[None, :]
dV = 2 * np.pi * p * 55 * np.outer(wp, wz)
nn, gp, gz = 0, 0, 0
for N, width, z0 in ((3, 0.4 / ANG, 0.0), (1, 0.7 / ANG, 1.0 / ANG)):
    piece = N * np.exp(-(p**2 + (z - z0)**2) / width**2) / (np.pi**1.5 * width**3)
    nn = nn + piece; gp = gp - 2 * p / width**2 * piece; gz = gz - 2 * (z - z0) / width**2 * piece
v_lda = -(3 * nn / np.pi)**(1 / 3)
xg = np.hypot(gp, gz) / 2 / (nn / 2)**(4 / 3)
v_lb = v_lda - 0.05 * (nn / 2)**(1 / 3) * xg**2 / (1 + 0.15 * xg * np.arcsinh(xg))
Ex2 = -0.75 * (3 / np.pi)**(1 / 3) * np.sum(dV * nn**(4 / 3))
I = lambda v, R: np.sum(dV * v * (3 * nn + p * gp + (z - R) * gz))
R1 = 1.0 / ANG
assert abs(I(v_lda, 0) - Ex2) < 1e-7 and abs(I(v_lda, R1) - Ex2) < 1e-7
assert abs(np.sum(dV * v_lda * gz)) < 1e-7 and abs(np.sum(dV * v_lb * gz)) > 1e-4
print("Gaussians exp(-r^2/w^2): N=3, w=0.4 A at z=0; N=1, w=0.7 A at z=1.0 A")
show("Ex LDA", Ex2, d=4)
print(f"LDA  virial, origin 0 and 1 A: {I(v_lda, 0)*EV:.4f}, {I(v_lda, R1)*EV:.4f} eV")
print(f"LB94 virial, origin 0 and 1 A: {I(v_lb, 0)*EV:.4f}, {I(v_lb, R1)*EV:.4f} eV")
show("LB94 int v dn/dz", np.sum(dV * v_lb * gz), 'eV/A', 4)
print("tests ok")
```

Printed output:

```
Hooke's atom
hbar*omega = 13.60569 eV
rms radius = 0.9974 A
E = 54.42277 eV
T = 18.07972 eV
W = 12.17555 eV
V = 24.16750 eV
Ts = 17.28591 eV
U = 28.03454 eV
Ex = -14.01727 eV
-int n r.grad vx = -14.01727 eV
Tc = 0.79381 eV
Uc = -1.84172 eV
Ec = -1.04791 eV
Ec+Tc = -0.25410 eV
-int n r.grad vc = -0.25410 eV
2T+W = 48.33500 eV
slope of lower bound = 48.33500 eV
Ex = -0.515125 hartree, Ec+Tc = -0.009338 hartree
dEc/d(hbar*omega) = -0.009300, int vc dn/d(hbar*omega) = -0.009300
bounds on F[n_g], g=1.1: 34.4496 eV, 35.2696 eV
LDA: Ex = -12.0000 eV, -int n r.grad vx = -12.0000 eV
LDA: Ec = -2.3453 eV, -int n r.grad vc = -1.0712 eV, Tc = 1.2741 eV
PBE: Ex = -13.4188 eV, -int n r.grad vx = -13.4188 eV
PBE: Ec = -1.3978 eV, -int n r.grad vc = -0.4306 eV, Tc = 0.9672 eV
gas rs = 1.0 A: ex = -6.5974 eV, vx = -8.7966 eV
gas: ec = -1.2493 eV, vc = -1.4348 eV, tc = 0.6929 eV
four-electron model
screening length a = 0.25 A
eps 1s, 2s, 2p = -97.547, -6.677, -3.772 eV
g = 1.3: Ex ratio = 1.300000, Ts ratio = 1.690000
Ex = -69.087 eV
virial, OEP = -69.087 eV
virial, Slater = -76.922 eV
Moshinsky: hbar*omega = 10.0 eV, hbar*sqrt(k/m) = 10.0 eV
hbar*omega_s = 12.67949 eV
Tc = 1.47114 eV
Uc = -3.16987 eV
dEc[n_g]/dg = 9.28203 eV
2Tc-2Uc = 9.28203 eV
-int n r.grad vc = 9.28203 eV
trial minus F[n_g], g=1.2 = 0.52022 eV
Gaussians exp(-r^2/w^2): N=3, w=0.4 A at z=0; N=1, w=0.7 A at z=1.0 A
Ex LDA = -49.3444 eV
LDA  virial, origin 0 and 1 A: -49.3444, -49.3444 eV
LB94 virial, origin 0 and 1 A: -32.2849, -23.0888 eV
LB94 int v dn/dz = -9.1961 eV/A
tests ok
```
